Impurities, Mean Free Path and the Resistivity of Thin Metal Films

**Q:** I want a lower-resistance metal film 10 nm thick. Thin films suffer because electrons hit the surfaces before they scatter in the bulk. If I add impurities, the bulk mean free path λ becomes shorter than the film, the surfaces matter less, and ρ/ρ₀ drops towards 1. Surely that makes a better narrow conductor?

**A:** Your statement about the ratio can be right while the conclusion is wrong. Here ρ is the film's resistivity and ρ₀ that of the same metal in bulk. Impurities change both, and the voltage drop depends on ρ. What happens to ρ₀ when you shorten λ?

**Q:** It rises. But by how much, compared with what I gain at the surfaces?

**A:** Let us derive both from one equation. Take the Fuchs-Sondheimer model: a spherical Fermi surface, isotropic bulk scattering with a single λ, and current along x in a film between z = 0 and z = d. Each surface reflects a fraction p of electrons specularly and the rest diffusely. Impurities change λ; I hold the Fermi surface, d and p fixed.

The electron charge is −e and the field is E. Write the distribution as f₀ + f₁, where f₀ is the equilibrium part. To first order in E, the Boltzmann equation with relaxation time τ is

v_z ∂f₁/∂z + f₁/τ = eE v_x ∂f₀/∂ε

Let u be the unit vector along the velocity, so v_x = v u_x and v_z = v u_z. Substitute f₁ = −eE u_x (−∂f₀/∂ε) g and divide by v. With λ = vτ, the common factors cancel:

u_z ∂g/∂z + g/λ = 1

The quantity g is a length: the effective path over which an electron has gathered drift from the field. In bulk nothing depends on z, so g = λ.

The current density is −e times the sum of v_x f₁ over states, with two spins:

j = (e²E/4π³) ∫ d³k v u_x² (−∂f₀/∂ε) g

At low temperature −∂f₀/∂ε selects the Fermi surface. Since dk = dε/(ħv), the speed cancels:

j/E = (e²k_F²/4π³ħ) ∫ dΩ u_x² g

For bulk, g = λ and ∫ dΩ u_x² = 4π/3. Hence

1/ρ₀ = e²k_F²λ/(3π²ħ)

ρ₀ = A/λ, A = 3π²ħ/(e²k_F²)

Impurities that leave k_F alone leave A alone. Halving λ doubles ρ₀.

**Q:** So the product ρ₀λ, which is used to rank interconnect metals, doesn't move at all?

**A:** Not under these assumptions. Now add the surfaces. In terms of A, the prefactor e²k_F²/(4π³ħ) equals 3/(4πA). Let μ = |u_z|. Averaging u_x² over the azimuth gives (1 − μ²)/2. Electrons moving up and down have the same g after averaging over z, by mirror symmetry. Calling that average ḡ,

1/ρ = (3/2A) ∫₀¹ (1 − μ²) ḡ(μ) dμ

For upward-moving electrons the kinetic equation has the solution

g(z) = λ + C e^(−z/λμ)

Diffusely reflected electrons leave the surface with no drift; specularly reflected ones keep it. So g at z = 0 is p times the value for electrons arriving there. By mirror symmetry that arriving value is g(d). With q = e^(−d/λμ),

λ + C = p(λ + Cq)

C = −λ(1 − p)/(1 − pq)

The average of e^(−z/λμ) over the thickness is (λμ/d)(1 − q), so

ḡ = λ[1 − (λμ/d)(1 − p)(1 − q)/(1 − pq)]

Put k = d/λ. Dividing 1/ρ by 1/ρ₀ = λ/A gives

ρ₀/ρ = F(k) = (3/2) ∫₀¹ (1 − μ²)[1 − (μ/k)(1 − p)(1 − q)/(1 − pq)] dμ

**Q:** I can't see from that whether ρ goes up or down when λ shrinks. The factor 1/λ in ρ₀ grows and F grows too. They compete.

**A:** They do, and there is a form of ḡ that settles it. Follow an electron backwards along its path. At distance s back, the field gave it drift in proportion to ds. That drift survives bulk scattering with weight e^(−s/λ), and survives N surface hits with weight p^N. Thus

g(z) = ∫₀^∞ e^(−s/λ) p^N(s,z) ds

To check this, split the integral at the first hit, s = z/μ. The first part is λ(1 − e^(−z/λμ)). The remainder is p e^(−z/λμ) g(d), because before the hit the electron was arriving at the surface. The sum satisfies the kinetic equation and gives g(0) = p g(d), as required.

Average p^N over z and call the result M(s). Then

ḡ = ∫₀^∞ e^(−s/λ) M(s) ds

M depends on d, μ and p, but not on λ. It is never negative, and it starts at M(0) = 1. When λ falls, e^(−s/λ) falls at every s > 0. So ḡ falls for every μ > 0, 1/ρ falls, and **ρ rises**.

**Q:** In words: impurities cut short paths that the surfaces had spared, and they never restore a path that a surface has cut?

**A:** Yes. The surfaces destroy less drift in the dirty film because the impurities have already destroyed some of it.

**Q:** Then why does the ratio improve?

**A:** Set s = λw:

ḡ/λ = ∫₀^∞ e^(−w) M(λw) dw

Going further back can add surface hits but not remove them, so M never increases with distance. For s < d/μ, a fraction sμ/d of starting positions has had one hit and the others none:

M(s) = 1 − (1 − p)sμ/d

For p < 1 this really does fall with s. A shorter λ samples M closer to its starting value of 1, so ḡ/λ rises. F rises with it, and ρ/ρ₀ = 1/F falls. At p = 1, M = 1 everywhere: the ratio stays at 1, while ρ = ρ₀ still rises.

One number contains both trends. Define η = −d ln ρ/d ln λ, the fractional rise of ρ per fractional shortening of λ. Differentiating e^(−s/λ) gives

η = [∫₀¹ dμ (1 − μ²) ∫₀^∞ ds (s/λ) e^(−s/λ) M] / [∫₀¹ dμ (1 − μ²) ∫₀^∞ ds e^(−s/λ) M]

Both integrals are positive, so η > 0. For each μ, the denominator's inner integral minus the numerator's is

λ ∫₀^∞ (1 − w)e^(−w) M dw = −λ ∫₀^∞ w e^(−w) (dM/dw) dw

Here I integrated by parts, using (1 − w)e^(−w) = d(we^(−w))/dw; the end terms vanish. The result is positive for p < 1, so η < 1. The bulk has η = 1. The film feels a part of the bulk's relative rise, but it feels a rise. The bound η < 1 relies on isotropic scattering. Impurities that scatter mostly forward can tip grazing electrons into a surface while adding little to ρ₀. In a classical film with λ/d = 100 and a mean scattering cosine of 0.97, a 10 % rise of ρ₀ raises ρ by about 14 %, so even the ratio gets worse.

**Q:** Give me numbers for something like copper.

**A:** Take a rough copper-like electron density of 85 nm⁻³, a clean λ of 40 nm, d = 10 nm and p = 0. Then

k_F = (3π² × 85 nm⁻³)^(1/3) = 13.60 nm⁻¹

A = 65.7 μΩ cm nm (6.57 × 10⁻¹⁶ Ω m²)

For the clean film, ρ₀ = 65.7/40 = 1.64 μΩ cm. The integral gives ρ/ρ₀ = 2.724, so, keeping one more digit of A, ρ = 65.74 × 2.724/40 = 4.48 μΩ cm. Shortening λ at fixed d, with resistivities in μΩ cm, gives:

λ = 40 nm: ρ₀ = 1.64, ρ/ρ₀ = 2.72, ρ = 4.48
λ = 20 nm: ρ₀ = 3.29, ρ/ρ₀ = 1.92, ρ = 6.30
λ = 10 nm: ρ₀ = 6.57, ρ/ρ₀ = 1.46, ρ = 9.61
λ = 5 nm: ρ₀ = 13.15, ρ/ρ₀ = 1.22, ρ = 16.05

Your ratio looks steadily better. The film goes from 4.48 × 10⁻⁸ to 1.61 × 10⁻⁷ Ω m. At λ = 40 nm, η = 0.44: a 1 % shortening of λ raises ρ₀ by about 1 % and ρ by about 0.44 %.

**Q:** Perhaps I should look at the difference instead. Does the extra resistivity ρ − ρ₀ at least go down?

**A:** Sometimes. In the four cases it is 2.83, 3.01, 3.04 and 2.90 μΩ cm. From λ = 10 to 5 nm you save 0.14 on the excess and pay about 6.6 in ρ₀. Since total ρ must rise, no saving on the excess can outweigh the increase in ρ₀.

In the thick-film limit the excess settles to a constant. For k ≫ 1, q is at most e^(−k) and can be dropped. Because ∫₀¹ μ(1 − μ²) dμ = 1/4,

F ≈ 1 − 3(1 − p)/(8k)

Expand 1/F to second order, multiply by A/λ and use k = d/λ:

ρ ≈ A/λ + 3(1 − p)A/(8d) + 9(1 − p)²Aλ/(64d²)

The leading surface term does not contain λ. Impurities cannot reduce it; they can trim the smaller third term, while the first grows. For p = 0 the excess peaks at 0.464 A/d, near k = 0.79, and tends to 0.375 A/d in thick films.

**Q:** What about the opposite limit? If the film is extremely thin, the surfaces limit everything, so impurities should be harmless.

**A:** Less harmful, but never helpful. Take p = 0 and k ≪ 1. With x = μ/k, the bracket in F becomes h(x) = 1 − x(1 − e^(−1/x)), and

F = (3/2)[k ∫₀^X h dx − ∫₀¹ μ²h dμ], X = 1/k

In the second integral small μ has little weight, so use the large-x form h ≈ 1/(2x) = k/(2μ). This gives k/4. For the first, use the survival form. For p = 0, M = 1 − wx up to w = 1/x, and M = 0 beyond, because every electron has then met a surface:

h(x) = ∫₀^(1/x) e^(−w)(1 − wx) dw

Integrate over x first. If w > 1/X, x runs up to 1/w and the result is 1/(2w). If w < 1/X, x runs up to X and the result is X − wX²/2. Therefore

∫₀^X h dx = ∫_(1/X)^∞ e^(−w)/(2w) dw + ∫₀^(1/X) e^(−w)(X − wX²/2) dw

For large X, the first term tends to (ln X − γ)/2, where γ ≈ 0.577 is Euler's constant. In the second, e^(−w) tends to 1, leaving 1 − 1/4 = 3/4. Collecting terms,

F ≈ (3k/2)[(ln X − γ)/2 + 3/4 − 1/4] = (3k/4)[ln(λ/d) + 1 − γ]

ρ = A/(λF) ≈ 4A/(3d[ln(λ/d) + 1 − γ])

The λ in front has cancelled, but the logarithm remains. It comes from electrons travelling almost parallel to the film, which go far before meeting a surface. Impurities shorten those paths too, so ρ still rises, though slowly: here η ≈ 1/[ln(λ/d) + 1 − γ], which is still about 0.20 at λ/d = 100. This classical limit needs more than k_F d ≫ 1. The logarithm comes from directions with μ near d/λ, while hard-wall subbands allow only μ ≥ π/(k_F d), so it needs k_F d ≫ πλ/d. At λ/d = 100 that means d ≫ 23 nm, hence a thick film with a very long λ, as in a pure metal at low temperature. Summing ḡ over the subband directions as a rough guide, η at λ/d = 100 is about 0.05 for d = 10 nm and 0.19 for d = 1000 nm. With λ = 40 nm, λ/d = 100 would mean d = 0.4 nm, where the model no longer holds.

**Q:** Yet people look for metals with short mean free paths for narrow wires. Are they wrong?

**A:** Not if they compare metals with the same ρ₀. At fixed ρ₀, d and p, with p < 1, a shorter λ gives a larger F and a lower ρ = ρ₀/F. But fixed ρ₀ with shorter λ means a smaller A = ρ₀λ. That is a different metal, not a dirtier version of the first.

Consider a model metal with A = 32.9 μΩ cm nm, half the first value, and λ = 10 nm. In this model that means doubling k_F²; I am not describing a named metal. Its ρ₀ is 3.29 μΩ cm, twice that of the clean first metal. With p = 0, the film values in μΩ cm are:

d = 10 nm: clean first metal 4.48; first metal doped to λ = 10 nm, 9.61; second metal 4.81
d = 5 nm: clean first metal 6.79; first metal doped to λ = 10 nm, 12.60; second metal 6.30

The second metal beats the clean first one below d = 7.28 nm. The doped metal has the same λ and the same ρ/ρ₀ as the second, but twice the resistivity. The benefit came from A.

**Q:** Could my impurities lower A by donating electrons?

**A:** Going from λ = 40 to 20 nm raises ρ by 40.7 %. Scattering rates add, so the impurities alone must supply a path of 1/(1/20 − 1/40) = 40 nm. For a chosen transport cross section of 0.02 nm², and one host atom per electron, their fraction is

1/(40 × 0.02 × 85) = 1.47 %

If each adds one electron, then since A varies as n^(−2/3), A falls by 0.97 %. At fixed λ and d, ρ is proportional to A, so cancelling the rise would need a fall of 1 − 4.48/6.30, or 28.9 %. Donation is far too weak in this estimate.

**Q:** And if the impurities made the surfaces smoother?

**A:** Then p is no longer fixed, and the theorem does not cover the comparison. Raising p from 0 to 0.5 while λ drops from 40 to 20 nm gives 4.62 μΩ cm, still slightly above the original 4.48. A larger gain in p could win, but the credit would belong to the surface. At fixed p = 0.5, the same doping raises ρ from 2.89 to 4.62.

**Q:** How close is this to a real copper line?

**A:** The bulk inputs are roughly those of copper at room temperature, but a real line also has grain boundaries, side walls and usually a liner. Grain boundaries can move the number greatly. In the Mayadas-Shatzkes model, with p = 0, a chosen grain size D = 10 nm and boundary reflection R = 0.3, the clean film goes from 4.48 to 8.32 μΩ cm. Boundaries lying across the current replace λ by λ*:

1/λ* = 1/λ + R/[(1 − R)D|u_x|]

Shortening λ still shortens λ* in every direction that carries current (u_x ≠ 0), so at fixed D and R the conclusion survives. For λ = 40, 20, 10 and 5 nm, ρ is 8.32, 10.02, 13.33 and 19.88 μΩ cm. If doping also changed the grain size, that would need a separate comparison.

A few other checks give small numbers here. Thermal smearing at 300 K shifts the bulk conductivity by about −1 part in 10⁵ at fixed λ. The film has 43 occupied transverse subbands, and hard walls would lower the electron density by 1.7 % relative to bulk at fixed k_F; that sizes the density change, not every quantum correction. Summing ḡ over the discrete directions μ = nπ/(k_F d) instead of integrating lowers F by about 3 % at λ = 40 nm, so the third digit of 4.48 belongs to the classical model only. Forward-peaked impurity scattering at the same transport path of 20 nm raises 6.30 by about 1 %. Even at λ = 5 nm, k_Fλ = 68, so a path is k_Fλ/2π, or about 11, wavelengths long. I have not sized the effects of copper's nonspherical Fermi surface, the side walls or the liner.

**Q:** So when someone shows me a lower ρ/ρ₀, I should ask what happened to ρ₀.

**A:** Yes, and compare ρ itself at the same thickness. If the metal, its surfaces and its grains are otherwise unchanged, the cleaner film has the lower resistivity in this model. The numerical output gives the values used here.

Numbers as computed

```
Electron density (rough, copper-like): 85 nm^-3
Fermi wave number: 13.60 nm^-1
Fermi energy: 7.05 eV
Product A = rho0*lambda: 65.7 microohm cm nm
Product A in SI: 6.574e-16 ohm m^2
Film thickness: 10 nm, specular fraction p = 0
lambda(nm) d/lambda rho0 rho/rho0 excess rho (microohm cm)
   40    0.25     1.64    2.724     2.83     4.48
   20    0.50     3.29    1.916     3.01     6.30
   10    1.00     6.57    1.462     3.04     9.61
    5    2.00    13.15    1.221     2.90    16.05
Film rho, lambda 40 nm, SI: 4.477e-08 ohm m
Film rho, lambda 5 nm, SI: 1.605e-07 ohm m
Rise of rho, lambda 40 to 20 nm: 40.7 %
Elasticity -dln(rho)/dln(lambda) at 40 nm: 0.441
Largest excess in units of A/d: 0.464
  reached at d/lambda = 0.79
Excess at d/lambda = 100, units of A/d: 0.3764
Largest formula-kinetic relative difference: 1.4e-08
Second metal: A = 32.9 microohm cm nm
Second metal: lambda = 10 nm
Second metal bulk rho0: 3.29 microohm cm
Second metal wins below d = 7.28 nm
d=5 nm, clean/doped(10 nm)/second: 6.79 / 12.60 / 6.30 microohm cm
d=10 nm, clean/doped(10 nm)/second: 4.48 / 9.61 / 4.81 microohm cm
Grain size: 10 nm, boundary reflection: 0.3
With grains, lambda 40 nm: rho = 8.32 microohm cm
With grains, lambda 20 nm: rho = 10.02 microohm cm
With grains, lambda 10 nm: rho = 13.33 microohm cm
With grains, lambda 5 nm: rho = 19.88 microohm cm
With p = 0.5, lambda 40 nm: rho = 2.89 microohm cm
With p = 0.5, lambda 20 nm: rho = 4.62 microohm cm
Impurity path for lambda 40 to 20 nm: 40 nm
Chosen impurity cross section: 0.02 nm^2
Impurity fraction: 1.47 %
Fall of A needed to cancel the rise: 28.9 %
Fall of A, one added electron each: 0.97 %
Thermal shift of bulk conductivity, 300 K: -1.1e-05
Occupied subbands in the film: 43
Hard-wall density deficit at fixed kF: 1.73 %
kF*lambda at lambda 5 nm: 68
```
